Transmission of sound and heat through a spring-like contact

**Problem**

Two pieces of the same solid are pressed together in a chip package. The contact between them is softer than the solids and very thin. Treat each piece as a lossless, isotropic elastic half-space of density ρ and longitudinal sound speed c, with acoustic impedance Z = ρc. Treat the contact as a layer without mass or friction that carries a stress K times its opening, so that K is a stiffness per area. A longitudinal wave of angular frequency ω arrives at normal incidence.

(a) Estimate by scaling the frequency at which the contact begins to block the wave.

(b) Find the transmitted fraction T of the incident energy at any frequency, and the angular frequency ω_h at which T = 1/2.

(c) Evaluate ω_h for ρ = 2300 kg/m³, c = 8400 m/s and K = 10 GPa/nm. What does the result imply for heat carried across the contact by such waves at 1 K and at 10 K?

**First estimate**

The contact enters through K, in Pa/m = kg m⁻² s⁻², and the solids enter through Z, in kg m⁻² s⁻¹. Their ratio K/Z is a frequency. Since T has no dimension, it can depend on ω, K and Z only through the combination ωZ/K.

The physical argument gives the same scale. A wave of displacement amplitude u has velocity amplitude ωu and stress amplitude Zωu. To carry that stress, the contact must open by Zωu/K. If this opening is much smaller than u, the two surfaces move almost together and the wave passes. If the required opening is comparable with u, the far surface no longer follows the near one. The change should therefore occur near

ω_est = K/Z.

Scaling cannot supply a numerical factor in front, nor the value of T at this frequency.

**Exact solution: the fields**

Put the contact at x = 0, with the wave coming from the left. All quantities carry the time factor exp(−iωt), and the physical quantity is the real part. With k = ω/c and the incident amplitude set to one, the displacements are

u(x) = exp(ikx) + r exp(−ikx)  for x < 0,

u(x) = t exp(ikx)  for x > 0.

Here r and t are the complex amplitudes of the reflected and transmitted waves. There is no wave coming in from the right.

Stress is counted positive in tension, so σ = ρc² du/dx. The derivative brings down a factor ik for a wave moving right and −ik for a wave moving left. Because ρc²k = ρcω = ωZ, the stresses on the two faces of the contact are

σ(0⁻) = iωZ(1 − r),

σ(0⁺) = iωZ t.

**Exact solution: the two conditions**

A layer without mass cannot carry a net force, since a finite net force would give it an infinite acceleration. The stresses on its two faces are therefore equal:

iωZ(1 − r) = iωZ t,  so  r = 1 − t.  (1)

The opening of the layer is the right-hand displacement minus the left-hand one, t − (1 + r). A positive opening produces tension, so the spring law reads

K[t − (1 + r)] = iωZ t.  (2)

From (1), 1 + r = 2 − t. The bracket in (2) becomes t − 2 + t = 2t − 2, and hence

2K(t − 1) = iωZ t.

Collecting the terms in t gives t(2K − iωZ) = 2K. Division by 2K yields

t = 1/(1 − iα),  with α = ωZ/(2K).  (3)

Equation (1) then gives

r = 1 − 1/(1 − iα) = −iα/(1 − iα).  (4)

**Exact solution: the energy**

Power per area flowing to the right is −σv, where v is the velocity: a solid in tension whose material moves right is being pulled back by the part on its left. For complex amplitudes the time average is −½ Re(σv*), with v = −iωu.

On the right, σ = iωZt and v* = iωt*, so the mean flux is ½Zω²|t|². On the left, σ = iωZ(1 − r) and v* = iω(1 + r*), so the mean flux is

½Zω² Re[(1 − r)(1 + r*)] = ½Zω² Re[1 − |r|² + r* − r] = ½Zω²(1 − |r|²).

The last step holds because r* − r is purely imaginary. The incident and reflected waves thus contribute separately, and the incident flux is ½Zω². Since Z is the same on both sides, the transmitted and reflected fractions are |t|² and |r|²:

T = 1/(1 + α²) = 1/[1 + (ωZ/2K)²],  (5)

R = α²/(1 + α²).

They add up to one, as they must for a contact without friction.

As ω rises from zero, α² grows steadily and T falls steadily from one. It equals one half when α² = 1. The positive root is α = 1, which gives

ω_h = 2K/Z.  (6)

This is an angular frequency. The ordinary frequency is f_h = ω_h/(2π) = K/(πZ).

At ω_h the transmitted amplitude is t = 1/(1 − i) = (1 + i)/2. Its modulus is 1/√2 and its phase is +45°. With the time factor exp(−iωt), a positive phase is a delay, so the transmitted wave lags by one eighth of a period.

Well below ω_h, T ≈ 1 − (ω/ω_h)², and the contact is hardly noticed. Well above it, T ≈ (ω_h/ω)². In that range the near surface moves almost as a free surface, with twice the incident amplitude, and the far solid is driven by the weak force 2K per unit incident amplitude. Dividing this force by ωZ gives |t| ≈ 2K/(ωZ), in agreement with (3).

The formula was compared with a direct solution of Newton's law for a pulse crossing one contact spring on a fine grid, in dimensionless units. For Z = 1, K = 1 the measured transmission reached one half at 2.0004, against 2K/Z = 2. For Z = 3, K = 4 it did so at 2.6677, against 2.6667.

**Comparison of the estimate with the solution**

The estimate K/Z has the right dependence on both quantities and is half of ω_h. At ω = K/Z, α = 1/2 and T = 1/(1 + 1/4) = 0.80. The estimate therefore marks the onset of blocking, where one fifth of the energy is turned back.

The missing factor of two comes from the fact that both surfaces can move. Suppose the contact has been opened by s and no wave is arriving. The tension Ks pulls the right surface to the left and the left surface to the right. Each surface sends a wave away into its own solid, and for such an outgoing wave the surface speed is stress divided by impedance, Ks/Z. The opening closes at the sum of the two speeds:

ds/dt = −Ks/Z − Ks/Z = −(2K/Z)s.

So ω_h is the rate at which an opening relaxes by radiating sound into the two solids.

Unlike solids confirm this reading. Let the wave go from impedance Z₁ to Z₂. Equal stress now gives Z₁(1 − r) = Z₂t, so 1 + r = 2 − (Z₂/Z₁)t. The spring law K[t − (1 + r)] = iωZ₂t becomes

t[1 + Z₂/Z₁ − iωZ₂/K] = 2.

The flux ratio is T = (Z₂/Z₁)|t|². Multiplying numerator and denominator by Z₁² gives

T = 4Z₁Z₂/[(Z₁ + Z₂)² + (ωZ₁Z₂/K)²].

At low frequency T tends to 4Z₁Z₂/(Z₁ + Z₂)², which is below one because the impedances differ. It falls to half of that value when the two terms in the denominator are equal, at

ω = K(1/Z₁ + 1/Z₂).

This is again the sum of two relaxation rates, and it returns to (6) when Z₁ = Z₂.

**Numbers**

The impedance is

Z = 2300 × 8400 = 1.932 × 10⁷ kg m⁻² s⁻¹ = 19.32 MPa s/m.

The stiffness is K = 10 GPa/nm = 10¹⁹ Pa/m. Hence

ω_h = 2 × 10¹⁹/(1.932 × 10⁷) = 1.035 × 10¹² rad/s,

or f_h = 0.165 THz. The scaling estimate gives 0.52 × 10¹² rad/s. The wavelength at f_h is c/f_h = 51 nm, far longer than the distance between atoms, so a continuum description of the solids is reasonable there.

Equation (5) gives T = 0.99 at 0.1ω_h, 0.80 at 0.5ω_h, 0.20 at 2ω_h and 0.0099 at 10ω_h. The contact is a low-pass filter with a gradual edge.

**From one frequency to heat**

Heat is carried by waves of many frequencies. Consider longitudinal waves in a narrow bundle of directions about the normal, and a small temperature difference across the contact. Write τ for the absolute temperature and x = ħω/(k_Bτ). The number of modes per frequency interval is proportional to ω², and each quantum carries energy ħω. The thermal occupation 1/(eˣ − 1) changes with temperature in proportion to x eˣ/(eˣ − 1)². The product gives each frequency the weight

w(x) = x⁴ eˣ/(eˣ − 1)².

The mean transmission is ⟨T⟩ = ∫T w dx / ∫w dx, taken from zero to infinity. It depends on τ/θ, where θ = ħω_h/k_B = 7.91 K.

For the example, ⟨T⟩ = 0.74 at 1 K and 0.056 at 10 K. A quarter of the flux is already lost at 1 K, although that is well below θ. The reason lies in the weight, which can be written x⁴/[4 sinh²(x/2)]. Setting its logarithmic derivative to zero gives 4/x = coth(x/2), with the solution x ≈ 3.8. At 1 K the most heavily weighted frequency is therefore 3.8/7.91 = 0.48 of ω_h, where T is about 0.8. At 10 K it is 4.8ω_h, where T is about 0.04.

Far above θ, T may be replaced by (ω_h/ω)² = (θ/τ)²/x² over nearly all of the weight. Integration by parts, with the standard integrals ∫x/(eˣ − 1) dx = π²/6 and ∫x³/(eˣ − 1) dx = π⁴/15, gives ∫x² eˣ/(eˣ − 1)² dx = 2∫x/(eˣ − 1) dx = π²/3 and ∫x⁴ eˣ/(eˣ − 1)² dx = 4∫x³/(eˣ − 1) dx = 4π⁴/15. Their ratio is 5/(4π²), so

⟨T⟩ ≈ (5/4π²)(θ/τ)² = 0.127(θ/τ)².

At 10 K this would give 0.079 instead of 0.056, so 10 K is not yet in the limiting range. The law also needs the continuum model to hold for the frequencies that matter, which restricts it from above. In this example it still exceeds the average of (5) by 20 % at 20 K and by 10 % at 40 K. At 40 K the weight already peaks near 20 rad/ps, where the wavelength is only about ten atomic distances, so the law is no more than a rough guide here.

**Where the model fails**

*Room temperature.* At 300 K, k_Bτ/ħ is 39.3 rad/ps, or 38ω_h, and (5) gives T = 6.9 × 10⁻⁴. The wavelength is then only a few atomic distances. Compare a chain of atomic planes 0.27 nm apart with one weak bond. That bond spans the contact and one spacing of solid, so its compliance (the inverse of its stiffness) is taken as 1/K plus the compliance of one bulk bond. The chain has a highest frequency of 62.2 rad/ps and gives T = 4.2 × 10⁻⁴ instead.

The reduction can be derived for a weak bond. Let q be the wave number in the chain and a the spacing. The last plane before a nearly free end has the amplitude 1 + r. A free end means that a bond continued beyond it would not be stretched, exp(iqa) + r exp(−iqa) = 1 + r, which gives r = exp(iqa). The end plane then moves by |1 + r| = 2cos(qa/2) instead of 2. On the far side, a force F produces the amplitude F/[2k_b sin(qa/2)], where k_b = ρc²/a is the bulk bond stiffness per area. Since ω = (2c/a) sin(qa/2), the denominator equals ωZ, as in the continuum. The energy fraction is therefore lowered by cos²(qa/2) = 1 − (39.3/62.2)² = 0.60, which is the ratio of the two values above.

With the weak bond chosen in this way, the atomic planes shift the half-transmission frequency by only about 0.01 %. A thermal average over (5) at 300 K would be meaningless, however, because the weight peaks near 3.8 × 39.3 ≈ 150 rad/ps, above the highest frequency of the chain.

*Mass of the contact.* A film of thickness d and density ρ needs a stress of about ρdω²u to accelerate it, to be compared with the wave stress Zωu. The ratio is ρdω/Z. For d = 0.30 nm at ω_h it is 0.04. A full calculation for an elastic film with the same K, as dense as the solids, raises the half-transmission frequency by 3 %. With a film 100 times thinner at the same K, the shift is 0.03 %. The small shift holds only near ω_h. The 0.30 nm film has the sound speed √(Kd/ρ) ≈ 1140 m/s and becomes fully transparent when half a wavelength fits into it, near 12 rad/ps, which lies inside the thermal weight at 10 K. With this film the mean transmission stays at 0.74 at 1 K, but at 10 K it is 0.16 instead of 0.056, and at 20 to 40 K it levels off near 0.26 instead of falling as τ⁻². The 10 K value and the τ⁻² law therefore hold only for a contact that really has no mass, such as an empty gap.

*Direction.* Oblique waves also shear the contact and convert partly into shear waves. Take a shear speed of 5800 m/s and a tangential stiffness of 5 GPa/nm, and keep the frequency at ω_h. The total transmitted fraction is 0.50 at normal incidence, 0.47 at 30° and 0.58 at 60°. In this example the transmission is lower at 30° and higher at 60° than at normal incidence, so a correction of one sign would not serve for all directions. The values depend strongly on the tangential stiffness, which is assumed here: at 60° the fraction would be 0.25 for 2 GPa/nm and 0.80 for 10 GPa/nm. Heat also arrives as shear waves. At low temperature each polarisation contributes to the incident flux in proportion to 1/c², so the two shear polarisations bring about 81 % of it. Averaged over all directions and all three polarisations, the mean transmission is 0.76 at 1 K and 0.074 at 10 K for a tangential stiffness of 5 GPa/nm, and 0.57 and 0.035 for 2 GPa/nm. The values 0.74 and 0.056 describe only longitudinal waves near the normal.

*Stress.* A contact held by surface forces softens when it is pulled. Take an attraction that falls as the inverse cube of the gap and a repulsion that falls as its inverse ninth power. With s the gap divided by its unloaded value d₀, the tension is

p(s) = (K d₀/6)(s⁻³ − s⁻⁹).

Its slope with respect to the gap is

dp/d(s d₀) = (K/6)(−3s⁻⁴ + 9s⁻¹⁰),

which equals K at s = 1, as required. The slope vanishes at s⁶ = 3, where the contact bears its greatest tension. For d₀ = 0.30 nm this is 192 MPa. A tension of 50 MPa opens the gap by 5.6 pm and lowers the stiffness from 10 to 7.8 GPa/nm. With the solids unchanged, ω_h falls by the same 22 %, and f_h drops from 0.165 to 0.129 THz. This is larger than the shifts of ω_h found above for the film's mass and for the atomic planes. Pressing the pieces together, as in the problem, has the opposite effect: it stiffens the contact and raises ω_h. For this smooth contact the same force law gives a rise of only 0.4 % at 1 MPa, and of about one fifth at 50 MPa.

**The real case**

The density and sound speed are rough values for silicon, and K is a rough value for two smooth silicon surfaces held by van der Waals forces. If the attraction is written A/(6πd³), equating it to the attractive term at d₀ gives A = πKd₀⁴ = 2.5 × 10⁻¹⁹ J, a reasonable order of magnitude for such a solid. The value of K depends strongly on the assumed gap: for fixed A it varies as d₀⁻⁴, so a gap of 0.20 nm instead of 0.30 nm would make K and ω_h five times larger. Wafers joined directly by chemical bonds, with no film between them, have a much stiffer contact, and (6) then gives a frequency so high that the continuum model no longer applies. Many bonded wafers keep an oxide film instead, and its mass cannot be neglected. For a well-bonded film with a density of 2200 kg/m³ and a sound speed of 5970 m/s, the continuum model with mass included gives a reflected fraction of at most about 14 % at normal incidence, so there is no half-transmission frequency. Real surfaces are also rough and touch over part of their area. Suppose half the area touches, in patches much smaller than the wavelength, while the patches keep their stiffness per area and the open areas carry no stress. Then K is at most half its full-contact value, because the solids also yield around the patches. The half-transmission frequency is then at most half of 0.165 THz. Pressure, or attraction across narrow open areas, squeezes the patches and stiffens them, which can lift K above this bound. In the force law used above, a pressure of about 240 MPa on the patches doubles their stiffness. Friction in the contact and the crystal's anisotropy have not been sized here.

The input values and the main results are collected in the numerical output below.

Values computed for the example and the checks

```
Pulse test, dimensionless units:
  Z=1.0 K=1.0: half at 2.0004, 2K/Z=2.0000
  Z=3.0 K=4.0: half at 2.6677, 2K/Z=2.6667
Density: 2300 kg/m3
Longitudinal speed: 8400 m/s
Contact stiffness K: 10.0 GPa/nm
Impedance Z: 19.32 MPa s/m
Half-transmission angular frequency: 1.035 rad/ps
Half-transmission frequency: 0.1648 THz
Wavelength there: 51.0 nm
Phase lag there: 45.0 degrees
T at 0.1 omega_h: 0.9901
T at 0.5 omega_h: 0.8000
T at 1 omega_h: 0.5000
T at 2 omega_h: 0.2000
T at 10 omega_h: 0.0099
Temperature hbar omega_h/k_B: 7.91 K
Thermal mean of T at 1 K: 0.7351
Thermal mean of T at 10 K: 0.0555
Neglected effects:
Film thickness (also unloaded gap): 0.30 nm
Shift of omega_h by film mass: 3.23 %
Same, film 100 times thinner: 0.031 %
Atomic plane spacing: 0.27 nm
Shift of omega_h by atomic planes: -0.0138 %
k_B T/hbar at 300 K: 39.3 rad/ps
Highest chain frequency: 62.2 rad/ps
T at k_B T/hbar, 300 K, spring formula: 6.94e-04
T at k_B T/hbar, 300 K, atomic chain: 4.18e-04
Shear speed: 5800 m/s
Tangential stiffness: 5.0 GPa/nm
30 deg at omega_h: T long. 0.470, shear 0.003, sum 0.473
60 deg at omega_h: T long. 0.584, shear 0.001, sum 0.584
Hamaker constant implied by K and gap: 2.54 e-19 J
Tension applied: 50 MPa
Greatest tension the contact bears: 192 MPa
Opening under tension: 5.64 pm
Stiffness under tension: 7.81 GPa/nm
Half frequency under tension: 0.1287 THz
Shift of omega_h by tension: -21.9 %
```
